# Saturation time of a stagnant carrier-gas bubble

## Problem

Precursor vapour for atomic layer deposition can be picked up by bubbling a carrier gas through the liquid precursor. Consider one spherical bubble of diameter 5 mm, free of vapour at $t=0$. The gas inside is stagnant, the vapour is dilute, and its diffusivity in the carrier is $D=0.10$ cm²/s. The liquid holds the gas touching it at the saturation concentration $c_s$. Temperature and bubble radius $a$ are constant.

(a) Find the slowest time constant with which the bubble approaches saturation.

(b) Find the mean saturation $F(t)$, defined as the vapour content divided by its final value. How long does 99 % take, and what is reached in a rise of 5 cm at 20 cm/s?

## Hints

1. Balance the vapour in a thin spherical shell.
2. Work with the deficit $w=c_s-c$, which vanishes at the surface, and then with $u=rw$.
3. A time constant belongs to a spatial shape that decays without changing form.
4. For (b), expand the initial deficit in these shapes and average over the volume.

## Solution

### The diffusion equation

The outward flux is $J=-D\,\partial c/\partial r$. A shell between $r$ and $r+\Delta r$ gains what enters at $r$ and loses what leaves at $r+\Delta r$:

$$4\pi r^2\Delta r\,\frac{\partial c}{\partial t}=4\pi r^2J(r)-4\pi(r+\Delta r)^2J(r+\Delta r).$$

Dividing by $4\pi r^2\Delta r$ and letting $\Delta r\to0$ gives

$$\frac{\partial c}{\partial t}=-\frac1{r^2}\frac{\partial(r^2J)}{\partial r}=\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial c}{\partial r}\right).$$

This form holds in atomic units and in any other consistent units. Since $c_s$ is constant, $w$ obeys the same equation, with $w(a,t)=0$ and $w(r,0)=c_s$.

Put $w=u/r$. Then $r^2\,\partial_r w=r\,\partial_r u-u$, and differentiating once more leaves $r\,\partial_r^2u$, because the two terms $\partial_r u$ cancel. Hence

$$\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial r^2},\qquad u(0,t)=u(a,t)=0.$$

The condition at the centre holds because $w$ is finite there.

### The decaying shapes

Insert $u=X(r)T(t)$ and divide by $DXT$:

$$\frac{T'}{DT}=\frac{X''}{X}=-q^2.$$

The left side depends on $t$ alone and the middle on $r$ alone, so both are constant. The constant is negative: multiplying $X''=-q^2X$ by $X$ and integrating by parts gives $q^2\int_0^aX^2dr=\int_0^aX'^2dr>0$.

The condition at $r=0$ selects $X=\sin qr$, and the condition at $r=a$ requires $qa=n\pi$ with $n=1,2,\dots$ Since $T=e^{-Dq^2t}$,

$$\tau_n=\frac{a^2}{n^2\pi^2D},\qquad \tau\equiv\tau_1=\frac{a^2}{\pi^2D}.$$

With $a=0.25$ cm,

$$\tau=\frac{(0.25)^2}{\pi^2(0.10)}\ \text{s}=\frac{0.625}{9.870}\ \text{s}=0.0633\ \text{s},$$

or 63.3 ms. The next radial time constant is four times shorter, 0.0158 s. Solving the flux balances numerically with 800 shells also gives 0.0633 s for the slowest one.

### Could a non-radial shape be slower?

The uniform initial state excites radial shapes only, but an uneven one could excite others. For a shape $R(r)$ times a spherical harmonic of order $l$, with decay rate $D\lambda$,

$$-\frac1{r^2}(r^2R')'+\frac{l(l+1)}{r^2}R=\lambda R.$$

Multiply by $r^2R$ and integrate by parts, using $R(a)=0$:

$$\lambda=\frac{\int_0^a\left[r^2R'^2+l(l+1)R^2\right]dr}{\int_0^ar^2R^2dr}.$$

Now set $U=rR$. From $rR'=U'-U/r$,

$$r^2R'^2=U'^2-\frac{2UU'}{r}+\frac{U^2}{r^2}=U'^2-\left(\frac{U^2}{r}\right)'.$$

The last term integrates to zero, since $U^2/r=rR^2$ vanishes at both ends. Expanding $U$ in $\sin(n\pi r/a)$ shows that $\int U'^2dr\ge(\pi^2/a^2)\int U^2dr$, because each term satisfies this with factor $n^2\ge1$. Thus $\lambda\ge\pi^2/a^2$, and the positive term $l(l+1)R^2$ makes the inequality strict for $l\ge1$. The value found in (a) is the slowest of all.

For $l=1$ the shape follows by differentiating $\sin(qr)/r$ along a fixed axis, an operation that commutes with the Laplacian. Its radial part is $q\cos(qr)/r-\sin(qr)/r^2$. This vanishes at $r=a$ when $\tan x=x$, with $x=qa$. The first positive root is $x=4.4934$, which gives $a^2/(x^2D)=0.0310$ s.

### Mean saturation

Expand the initial state, $u(r,0)=c_sr=\sum_nB_n\sin(n\pi r/a)$. Integration by parts gives

$$\int_0^ar\sin\frac{n\pi r}{a}\,dr=\frac{(-1)^{n+1}a^2}{n\pi},\qquad B_n=\frac{2c_s}{a}\,\frac{(-1)^{n+1}a^2}{n\pi}.$$

The volume average of the deficit is $(3/a^3)\int_0^ar^2w\,dr=(3/a^3)\int_0^aru\,dr$. The same integral appears again, so the signs square away:

$$F(t)=1-\frac{3}{a^3c_s}\sum_nB_n\frac{(-1)^{n+1}a^2}{n\pi}e^{-n^2t/\tau}
=1-\frac6{\pi^2}\sum_{n=1}^{\infty}\frac{e^{-n^2t/\tau}}{n^2}.$$

At $t=0$ the sum is $\pi^2/6$, so $F=0$ as required. The slowest shape carries the fraction $6/\pi^2=0.608$ of the initial deficit; the rest disappears faster. After one time constant the bubble is therefore 77.4 % saturated, more than the $1-e^{-1}$ of a single exponential.

At late times only $n=1$ matters. Setting $0.608\,e^{-t/\tau}=0.01$ gives

$$t_{99}=\tau\ln(60.8)=4.11\,\tau=0.260\ \text{s}.$$

The rise lasts $5/20=0.25$ s, and the mean saturation at its end is 98.8 %.

The early limit is different. Differentiating the series gives $dF/dt=(6/\pi^2\tau)\sum_n e^{-n^2t/\tau}$. For $t\ll\tau$ many terms contribute, and the sum is to leading order $\int_0^\infty e^{-n^2t/\tau}dn=\tfrac12\sqrt{\pi\tau/t}$. Integrating over time,

$$F\simeq\frac{6}{\pi^{3/2}}\sqrt{\frac t\tau}=\frac6a\sqrt{\frac{Dt}{\pi}}.$$

Uptake starts as a square root of time, while vapour occupies a thin layer under the surface, and approaches a single exponential after it has reached the centre.

### Beside a real bubbler

The numbers resemble nitrogen bubbling through liquid titanium tetrachloride near 293 K and 500 Torr. The diffusivity, the vapour pressure of 10 Torr, the liquid's properties and the rise speed are rough typical values. The saturated mole fraction is $x_s=10/500=0.020$, so the vapour is dilute. Of the assumptions examined here, the one most strongly broken is that of stagnant gas: in the circulation model of Variation 2 the time constant falls to 0.024 s. Bubbles of this size also flatten. A stagnant oblate spheroid of the same volume, twice as wide as high, has a computed time constant of 0.0513 s. The two effects were sized separately, not together.

The other corrections are small here:

- **Swelling.** At constant pressure the fixed amount of carrier ends up filling a volume larger by the factor $1/(1-x_s)$. Near saturation, both the remaining flow and the remaining concentration gradient are small, so their product drops out at first order. What is left is the larger final radius, which multiplies $\tau$ by $(1-x_s)^{-2/3}$, an increase of 1.4 %.
- **Liquid head.** A depth of 5 cm adds 6.4 Torr. For a fixed amount of gas $a^2\propto p^{-2/3}$, while $D\propto1/p$, so $\tau\propto p^{1/3}$ rises by 0.4 %. The larger effect is dilution. As the bubble rises at speed $U$ through liquid of density $\rho$, the pressure falls and the surface mole fraction, vapour pressure over $p$, grows at the relative rate $\gamma=\rho gU/p=0.051$ s⁻¹. This adds a source $\gamma c_s$ to the equation for $w$. The quasi-steady solution in stagnant gas is $w=\gamma c_s(a^2-r^2)/(6D)$, with mean $\gamma c_sa^2/(15D)$, or 0.2 % of $c_s$. It lowers the saturation at the end of the rise from 98.8 % to about 98.6 %, and more depth does not remove it.
- **Evaporative cooling.** Filling the bubble draws $c_s(a/3)L=18.2$ J/m² from its surface, with latent heat $L=40$ kJ/mol. Heat spreads into the liquid over a depth of order $\sqrt{\kappa\tau/(\rho c_p)}$, where $\kappa$, $\rho$ and $c_p$ are the liquid's conductivity, density and specific heat. The surface therefore cools by about $18.2/\sqrt{\kappa\rho c_p\tau}=0.17$ K. By the Clausius–Clapeyron relation this lowers the vapour pressure by about 0.9 %. It is an estimate of scale for one bubble during its early filling. Once uptake has slowed, the cooling in still liquid fades roughly as $18.2/\sqrt{\pi\kappa\rho c_p t}$, to about 0.05 K, or 0.3 % in vapour pressure, at the end of the rise. Steady bubbling can cool the whole liquid further.

## Variation 1: finite evaporation speed

*The surface supplies vapour at the rate $k(c_s-c)$ per unit area. How does $\tau$ change?*

Supply must equal the inward diffusive flux, $D\,\partial_rc=k(c_s-c)$ at $r=a$, or $\partial_rw=-(k/D)w$. Insert $w=\sin(qr)/r$ and multiply by $a^2$:

$$qa\cos qa-\sin qa=-\frac{ka}{D}\sin qa .$$

With $x=qa$ and $\beta=ka/D$,

$$x\cot x=1-\beta,\qquad \tau'=\frac{a^2}{x^2D},$$

where $x$ is the first positive root.

For fast evaporation, $\beta\gg1$, put $x=\pi-\delta$. Then $x\cot x\simeq-\pi/\delta$, so $\delta\simeq\pi/\beta$ and $\tau'\simeq\tau(1+2/\beta)$. For slow evaporation, $\beta\ll1$, use $x\cot x\simeq1-x^2/3$. This gives $x^2\simeq3\beta$ and $\tau'\simeq a/(3k)$: the gas is nearly uniform, and the surface sets the pace.

Kinetic theory gives $k=\alpha\sqrt{k_BT/(2\pi m)}$, where $m$ is the molecular mass and $\alpha$ the fraction of arriving molecules that condense. Even with a deliberately low $\alpha=0.1$, the example has $k=452$ cm/s and $\beta=1130$. The time constant grows by 0.18 %, so holding the surface at saturation is a good approximation here.

## Variation 2: circulating gas

*The moving liquid drags the gas into circulation. Can this make the late decay slower?*

Let the internal velocity $\mathbf v$ be incompressible and not cross the surface, with the bubble still a sphere and its surface saturated. Then $\partial_tw+\mathbf v\cdot\nabla w=D\nabla^2w$. Multiply by $w$ and integrate over the volume. The flow term is $\tfrac12\int\nabla\cdot(\mathbf v w^2)\,dV$, a surface integral that vanishes. Integrating the diffusion term by parts, with $w=0$ at the surface, leaves

$$\frac{d}{dt}\int w^2dV=-2D\int|\nabla w|^2dV\le-\frac2\tau\int w^2dV.$$

The inequality is the bound $\lambda\ge\pi^2/a^2$ shown above, applied to each spherical harmonic in $w$. The answer is no: under these conditions the root-mean-square deficit falls at least as fast as $e^{-t/\tau}$.

To see how much faster, take Hill's vortex,

$$v_r=A\left(1-\frac{r^2}{a^2}\right)\cos\theta,\qquad v_\theta=-A\left(1-\frac{2r^2}{a^2}\right)\sin\theta .$$

Here $v_r=0$ at $r=a$. The two parts of the divergence are $\pm A\cos\theta\,(2/r-4r/a^2)$ and cancel. For ideal flow past a sphere the speed at the equator is 1.5 times the rise speed, so $A=30$ cm/s and the Péclet number is $Aa/D=75$. Diagonalizing the flow and diffusion terms together, for axisymmetric shapes, gives a slowest time constant of 0.024 s, shorter than the stagnant value by a factor of about 2.6. This takes the vortex as fully developed from the start and the surface as free to move.

The mean deficit never exceeds the root-mean-square deficit, which starts at $c_s$, so with any such flow the mean deficit is at most $c_se^{-t/\tau}$. For a spherical bubble of constant radius whose surface stays at the constant concentration $c_s$, this bound with the stagnant time constant is a cautious basis for choosing the liquid depth. It leaves out two effects. Expansion during the rise keeps a deficit of about 0.2 % in the stagnant example, whatever the depth. Evaporative cooling lowers the surface concentration itself: for a single bubble in the example by roughly 1 % early on and a few tenths of a percent at the end of the rise, and by more if steady bubbling cools the whole liquid. The bound should not be used to guarantee a deficit smaller than these.

## Table of computed values

```
bubble diameter: 0.50 cm
bubble radius a: 0.25 cm
diffusivity D: 0.10 cm2/s
a^2/D: 0.625 s
slowest time constant, formula: 0.06333 s
slowest time constant, shell model: 0.06333 s
slowest time constant, converted: 63.3 ms
second radial time constant: 0.0158 s
first root of tan x = x: 4.4934
slowest l=1 time constant: 0.0310 s
weight of slowest mode, 6/pi^2: 0.6079
mean saturation at t = tau: 77.4 %
same, shell model: 77.4 %
time to 99 % mean saturation: 0.260 s
that time / tau: 4.11
temperature: 293 K
total pressure: 500 Torr
vapour pressure (rough): 10 Torr
saturated mole fraction: 0.020
molar mass: 189.7 g/mol
rise speed (rough): 20 cm/s
liquid depth: 5 cm
rise time: 0.25 s
mean saturation after rise: 98.8 %
surface speed for circulation: 30 cm/s
Peclet number: 75
time constant with circulation: 0.024 s
speed-up by circulation: 2.63
width/height of flattened bubble: 2.0
time constant, flattened, stagnant: 0.0513 s
speed-up by flattening: 1.24
evaporation coefficient (low): 0.1
evaporation speed k: 452 cm/s
k a/D: 1130
tau change, finite evaporation: +0.18 %
tau change, swelling: +1.36 %
liquid density (rough): 1730 kg/m3
hydrostatic head: 6.4 Torr
tau change, hydrostatic head: +0.42 %
liquid heat capacity (rough): 760 J/(kg K)
liquid conductivity (rough): 0.14 W/(m K)
latent heat (rough): 40 kJ/mol
saturated concentration: 0.547 mol/m3
heat drawn per surface area: 18.2 J/m2
surface cooling, scale estimate: 0.17 K
fall of vapour pressure: 0.9 %
```
